# Same-symmetry curves can cross: the Erikson-Hill constant of two Coulomb centres: verification in Python

```python
"""Result under test: for one electron and two fixed charges Z1 (z=-a), Z2 (z=+a),
H = p^2/2m - k(Z1/r1 + Z2/r2) commutes with
Omega = L^2 + a^2 p_z^2 + 2 m k a z (Z1/r1 - Z2/r2),   k = e^2/(4 pi eps0).
Two sigma_g curves of H2+ therefore can cross; screening opens the crossing.
R = 2a: distance; xi=(r1+r2)/R, eta=(r1-r2)/R; A: eigenvalue of Omega/hbar^2.
Numerical work uses the Bohr radius and the Hartree energy; output is in pm and eV.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import roots_laguerre, eval_laguerre, eval_legendre
from numpy.polynomial.laguerre import lagval
from numpy.polynomial.legendre import leggauss, legval
from pyscf import gto

k_si = sc.e**2 / (4 * sc.pi * sc.epsilon_0)
bohr = sc.hbar**2 / (sc.m_e * k_si)
hartree = k_si / bohr
PM = bohr * 1e12
EV = hartree / sc.e

# ---------- Cartesian operator identities, unequal charges ----------
x, y, z = sp.symbols("x y z", real=True)
m_, k_, h_, a_ = sp.Rational(3, 2), sp.Rational(5, 7), sp.Rational(4, 3), sp.Rational(6, 5)
Z1, Z2 = sp.Integer(2), sp.Rational(7, 3)
d1 = sp.sqrt(x**2 + y**2 + (z + a_)**2)
d2 = sp.sqrt(x**2 + y**2 + (z - a_)**2)
point = {x: sp.Float("0.37", 40), y: sp.Float("-0.81", 40), z: sp.Float("0.59", 40)}


def rotation(f, shift):
    fx, fy, fz = f.diff(x), f.diff(y), f.diff(z)
    zs = z + shift
    return [y * fz - zs * fy, zs * fx - x * fz, x * fy - y * fx]


def angular_dot(f, s1, s2):
    inner = rotation(f, s2)
    return -h_**2 * sum(rotation(inner[i], s1)[i] for i in range(3))


def hamiltonian(f, pot):
    lap = f.diff(x, 2) + f.diff(y, 2) + f.diff(z, 2)
    return -h_**2 / (2 * m_) * lap + pot * f


def omega(f):
    return (angular_dot(f, 0, 0) - h_**2 * a_**2 * f.diff(z, 2)
            + 2 * m_ * k_ * a_ * z * (Z1 / d1 - Z2 / d2) * f)


def monomials(degree):
    return [x**i * y**j * z**n for i in range(degree + 1)
            for j in range(degree + 1 - i) for n in range(degree + 1 - i - j)]


def largest_commutator(pot, degree):
    values = []
    for f in monomials(degree):
        f = sp.sympify(f)
        c = hamiltonian(omega(f), pot) - omega(hamiltonian(f, pot))
        values.append(abs(float(c.subs(point))))
    return max(values)


coulomb = -k_ * (Z1 / d1 + Z2 / d2)
screened = -k_ * (Z1 * sp.exp(-d1 / 3) / d1 + Z2 * sp.exp(-d2 / 3) / d2)
comm_coulomb = largest_commutator(coulomb, 3)
comm_screened = largest_commutator(screened, 1)
assert comm_coulomb < 1e-25
assert comm_screened > 1e-4
# the product of the two angular momenta must be symmetrized
for f in monomials(2):
    f = sp.sympify(f)
    left = omega(f) - 2 * m_ * a_**2 * hamiltonian(f, coulomb)
    l1_l2, l2_l1 = angular_dot(f, a_, -a_), angular_dot(f, -a_, a_)
    symmetric = (l1_l2 + l2_l1) / 2
    right = symmetric + 2 * m_ * k_ * a_ * (
        Z1 * (z + a_) / d1 + Z2 * (a_ - z) / d2) * f
    assert abs(float((left - right).subs(point))) < 1e-25
    p_z_f = -sp.I * h_ * f.diff(z)
    ordering = sp.expand(l1_l2 - symmetric - 2 * sp.I * a_ * h_ * p_z_f)
    assert ordering == 0

# ---------- separated equations for two protons, sigma_g states ----------
NX = 26
xn, xw = roots_laguerre(40)
en, ew = leggauss(24)
LAG = np.array([eval_laguerre(j, xn) for j in range(NX)])
DLAG = np.vstack([np.zeros(len(xn)), -np.cumsum(LAG, axis=0)[:-1]]) - LAG / 2
ells = np.arange(0, 20, 2)
LEG = np.array([np.sqrt(l + 0.5) * eval_legendre(l, en) for l in ells])
ETA2 = (LEG * ew * en**2) @ LEG.T


def separation_data(R, E):
    c = R * np.sqrt(-E / 2)
    xi = 1 + xn / (2 * c)
    mat = -(DLAG * xw * (xi**2 - 1) * 4 * c**2) @ DLAG.T
    mat += (LAG * xw * (2 * R * xi - c**2 * xi**2)) @ LAG.T
    ax, vx = np.linalg.eigh(mat)
    ae, ve = np.linalg.eigh(np.diag(ells * (ells + 1.0)) - c**2 * ETA2)
    return c, ax[::-1], vx[:, ::-1], ae, ve


def separated(R, nxi, neta):
    def mismatch(E):
        _, ax, _, ae, _ = separation_data(R, E)
        return ae[neta // 2] - ax[nxi]
    E = brentq(mismatch, -2.1, -0.008, xtol=1e-14)
    c, ax, vx, ae, ve = separation_data(R, E)
    return dict(R=R, E=E, A=ae[neta // 2], c=c, X=vx[:, nxi], Y=ve[:, neta // 2])


def radial(s, xi):
    t = 2 * s["c"] * (xi - 1)
    return np.sqrt(2 * s["c"]) * np.exp(-t / 2) * lagval(t, s["X"])


def angular(s, eta):
    coef = np.zeros(ells[-1] + 1)
    coef[ells] = s["Y"] * np.sqrt(ells + 0.5)
    return legval(eta, coef)


def raw_element(s, t, func):
    R, csum = s["R"], s["c"] + t["c"]
    xi = 1 + xn / csum
    fx = xw * np.exp(xn) / csum * radial(s, xi) * radial(t, xi)
    fe = ew * angular(s, en) * angular(t, en)
    g = func(xi[:, None], en[None, :], R) * (xi[:, None]**2 - en[None, :]**2)
    return (R / 2)**3 * (fx @ g @ fe)


def unit(xi, eta, R):
    return 1.0 + 0 * xi * eta


def element(s, t, func):
    norm = np.sqrt(raw_element(s, s, unit) * raw_element(t, t, unit))
    return raw_element(s, t, func) / norm


def v_coulomb(xi, eta, R):
    return -2 / (R * (xi + eta)) - 2 / (R * (xi - eta))


def screening_change(mu):
    def change(xi, eta, R):
        r1, r2 = R * (xi + eta) / 2, R * (xi - eta) / 2
        return -np.expm1(-mu * r1) / r1 - np.expm1(-mu * r2) / r2
    return change


S_STATE, D_STATE = (1, 0), (0, 2)
small_s, small_d = separated(0.1, *S_STATE), separated(0.1, *D_STATE)
assert abs(small_s["E"] + 1 / 2) < 0.01 and abs(small_d["E"] + 2 / 9) < 0.01
assert abs(small_s["A"]) < 0.05 and abs(small_d["A"] - 6) < 0.05

Rc = brentq(lambda R: separated(R, *S_STATE)["E"] - separated(R, *D_STATE)["E"],
            2.5, 6.0, xtol=1e-12)
s1, s2 = separated(Rc, *S_STATE), separated(Rc, *D_STATE)
assert abs(s1["A"] - s2["A"]) > 0.1

# energy order whenever neither node number decreases
labels = [(i, j) for i in range(3) for j in (0, 2, 4)]
for R in (1.0, 4.0, 8.0):
    en_tab = {q: separated(R, *q)["E"] for q in labels}
    for p in labels:
        for q in labels:
            if p != q and q[0] >= p[0] and q[1] >= p[1]:
                assert en_tab[q] > en_tab[p]

# eigenvalue of Omega by finite differences in ordinary space
for s in (s1, s2):
    a = Rc / 2

    def psi(rho, zz):
        r1, r2 = np.hypot(rho, zz + a), np.hypot(rho, zz - a)
        return radial(s, (r1 + r2) / Rc) * angular(s, (r1 - r2) / Rc)

    rho, zz, h = 1.1, 0.7, 1e-3
    r, th = np.hypot(rho, zz), np.arctan2(rho, zz)
    f0 = psi(rho, zz)
    fp = psi(r * np.sin(th + h), r * np.cos(th + h))
    fm = psi(r * np.sin(th - h), r * np.cos(th - h))
    l2 = -((fp - 2 * f0 + fm) / h**2 + (fp - fm) / (2 * h) / np.tan(th))
    pz2 = -(psi(rho, zz + h) - 2 * f0 + psi(rho, zz - h)) / h**2
    pot = 2 * a * zz * (1 / np.hypot(rho, zz + a) - 1 / np.hypot(rho, zz - a))
    assert abs(l2 + a**2 * pz2 + pot * f0 - s["A"] * f0) < 1e-4 * max(1, abs(f0))

# orthogonal factors and vanishing coupling at the crossing only
assert abs(s1["X"] @ s2["X"]) < 1e-7 and abs(s1["Y"] @ s2["Y"]) < 1e-7
v12_cross = element(s1, s2, v_coulomb)
R_lo, R_hi = 150 / PM, 250 / PM
lo = [separated(R_lo, *q) for q in (S_STATE, D_STATE)]
hi = [separated(R_hi, *q) for q in (S_STATE, D_STATE)]
v12_far = element(hi[0], hi[1], v_coulomb)
assert abs(v12_cross) < 1e-7 and abs(v12_far) > 1e-4
assert lo[0]["E"] < lo[1]["E"] and hi[0]["E"] > hi[1]["E"]


# ---------- independent energies in a Gaussian basis ----------
def gaussian_levels(R):
    shells = [[l, [0.01 * 2.4**n, 1.0]] for l, top in ((0, 13), (1, 9), (2, 7))
              for n in range(top)]
    mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]], unit="Bohr",
                charge=1, spin=1, basis={"H": shells}, verbose=0)
    loc = mol.ao_loc_nr()
    momenta = [mol.bas_angular(i) for i in range(mol.nbas)]
    pick = [loc[i] + (0, 2, 2)[l] for i, l in enumerate(momenta)]
    half = len(pick) // 2
    comb = np.vstack([np.eye(half), np.diag([(-1.0)**l for l in momenta[:half]])])
    grid = np.ix_(pick, pick)
    ov = comb.T @ mol.intor("int1e_ovlp")[grid] @ comb
    ham = comb.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[grid] @ comb
    val, vec = np.linalg.eigh(ov)
    keep = val > 1e-8
    tr = vec[:, keep] / np.sqrt(val[keep])
    return np.linalg.eigvalsh(tr.T @ ham @ tr)


gauss_error = 0.0
for pair in (lo, [s1, s2], hi):
    expected = np.sort([q["E"] for q in pair])
    excess = gaussian_levels(pair[0]["R"])[1:3] - expected
    assert np.all(excess > -1e-7) and np.all(excess < 5e-4)
    gauss_error = max(gauss_error, excess.max())

# ---------- full two-dimensional diagonalization ----------
N2, M2 = 14, 6
BASIS = np.kron(LAG[:N2] * np.sqrt(xw), LEG[:M2] * np.sqrt(ew))


def full_solution(R, extra=None):
    beta = 0.4 * R
    xi = 1 + xn / (2 * beta)
    X, E = xi[:, None], en[None, :]
    volume = (R / 2)**3 * (X**2 - E**2)
    pot = v_coulomb(X, E, R)
    if extra is not None:
        pot = pot + extra(X, E, R)
    overlap = (BASIS * volume.ravel()) @ BASIS.T
    kx = (DLAG[:N2] * xw * (xi**2 - 1) * 4 * beta**2) @ DLAG[:N2].T
    ke = np.diag(ells[:M2] * (ells[:M2] + 1.0))
    ham = R / 4 * (np.kron(kx, np.eye(M2)) + np.kron(np.eye(N2), ke))
    ham += (BASIS * (volume * pot).ravel()) @ BASIS.T
    val, vec = eigh(ham, overlap)
    return val, vec, xi, beta, volume


def gap(R, extra=None):
    val = full_solution(R, extra)[0]
    return val[2] - val[1]


def closest(extra):
    res = minimize_scalar(gap, bounds=(Rc - 1, Rc + 1), args=(extra,),
                          method="bounded", options={"xatol": 1e-9})
    return res.x, res.fun


bare = full_solution(Rc)[0]
assert np.max(np.abs(bare[1:3] - s1["E"])) < 1e-7
gap_bare = bare[2] - bare[1]

# ---------- screening opens the crossing ----------
step = 1e-3
slope = ((separated(Rc + step, *S_STATE)["E"] - separated(Rc + step, *D_STATE)["E"])
         - (separated(Rc - step, *S_STATE)["E"] - separated(Rc - step, *D_STATE)["E"])
         ) / (2 * step)
rows, errors = [], []
for length_nm in (1.0, 2.0, 4.0):
    change = screening_change(bohr / (length_nm * 1e-9))
    w12 = element(s1, s2, change)
    shift = -(element(s1, s1, change) - element(s2, s2, change)) / slope
    r_min, g_min = closest(change)
    rows.append((length_nm, g_min, 2 * abs(w12), r_min, shift))
    errors.append(abs(2 * abs(w12) / g_min - 1))
assert errors[0] > errors[1] > errors[2] and errors[2] < 0.02
assert abs(rows[2][4] / (rows[2][3] - Rc) - 1) < 0.1
assert min(row[1] for row in rows) > 100 * gap_bare

# leading coupling from one-dimensional factors
xi_c = 1 + xn / (2 * s1["c"])
x12 = s1["X"] @ ((LAG * xw * xi_c) @ LAG.T) @ s2["X"]
y12 = s1["Y"] @ ETA2 @ s2["Y"]
norms = np.sqrt(raw_element(s1, s1, unit) * raw_element(s2, s2, unit))
r_sum12 = -Rc * (Rc / 2)**3 * x12 * y12 / norms
mu_weak = bohr / 100e-9
weak = element(s1, s2, screening_change(mu_weak))
assert abs(weak / (-mu_weak**2 / 2 * r_sum12) - 1) < 0.02

# mixing of the two separable states at the closest approach, 1 nm
r_mix = rows[0][3]
_, vec, xi_g, beta, volume = full_solution(r_mix, screening_change(bohr / 1e-9))
weights = []
for q in (S_STATE, D_STATE):
    s = separated(r_mix, *q)
    fx = radial(s, xi_g) * np.exp(xn / 2) * np.sqrt(xw / (2 * beta))
    prod = np.outer(fx, angular(s, en) * np.sqrt(ew)) * volume
    weights.append((vec[:, 1] @ BASIS @ prod.ravel())**2 / raw_element(s, s, unit))
assert all(abs(w - 0.5) < 0.05 for w in weights)

# ---------- control: separable perturbation k s/(r1 r2) ----------
s_len = 5e-12 / bohr


def separable_change(xi, eta, R):
    return 4 * s_len / (R**2 * (xi**2 - eta**2))


r_sep, g_sep = closest(separable_change)
assert abs(element(s1, s2, separable_change)) < 1e-7
assert g_sep < 1e-6 and abs(r_sep - Rc) > 1e-3

print(f"Bohr radius: {PM:.5f} pm")
print(f"Hartree energy: {EV:.5f} eV")
print(f"largest commutator, Coulomb (test units): {comm_coulomb:.1e}")
print(f"largest commutator, screened (test units): {comm_screened:.3e}")
print(f"crossing distance Rc: {Rc*PM:.4f} pm = {Rc:.6f} Bohr radii")
print(f"common electronic energy at Rc: {s1['E']*EV:.6f} eV = {s1['E']:.8f} hartree")
print(f"c at Rc: {s1['c']:.6f} (no unit)")
print(f"A of 2s sigma_g at Rc: {s1['A']:.6f} (no unit)")
print(f"A of 3d sigma_g at Rc: {s2['A']:.6f} (no unit)")
for name, pair in (("150 pm", lo), ("250 pm", hi)):
    print(f"E of 2s sigma_g at {name}: {pair[0]['E']*EV:.5f} eV")
    print(f"E of 3d sigma_g at {name}: {pair[1]['E']*EV:.5f} eV")
print(f"largest Gaussian-basis excess energy: {gauss_error*EV*1000:.3f} meV")
print(f"gap at Rc, full diagonalization, no screening: {gap_bare*EV:.1e} eV")
print(f"|V12| at Rc: {abs(v12_cross)*EV:.1e} eV")
print(f"|V12| at 250 pm: {abs(v12_far)*EV:.5f} eV")
print(f"slope d(E_2s - E_3d)/dR at Rc: {slope*EV/PM*1000:.4f} meV/pm")
print(f"|<X1|xi|X2>| at Rc: {abs(x12):.6f} (no unit)")
print(f"|<Y1|eta^2|Y2>| at Rc: {abs(y12):.6f} (no unit)")
print(f"|<1|r1+r2|2>| at Rc: {abs(r_sum12)*PM:.4f} pm")
for length_nm, g_min, first, r_min, shift in rows:
    tag = f"screening length {length_nm:.0f} nm"
    lead = r_sum12 * (bohr / (length_nm * 1e-9))**2
    print(f"{tag}: smallest gap {g_min*EV*1000:.4f} meV")
    print(f"{tag}: first-order gap {first*EV*1000:.4f} meV")
    print(f"{tag}: leading 1/length^2 gap {abs(lead)*EV*1000:.4f} meV")
    print(f"{tag}: closest approach at {r_min*PM:.4f} pm")
    print(f"{tag}: first-order shift {shift*PM:.4f} pm")
print(f"weight of 2s sigma_g in lower state, 1 nm: {weights[0]:.4f}")
print(f"weight of 3d sigma_g in lower state, 1 nm: {weights[1]:.4f}")
print(f"separable control, s = {s_len*PM:.1f} pm: crossing at {r_sep*PM:.4f} pm")
print(f"separable control: smallest gap found {g_sep*EV:.1e} eV")
print("no test failed")
```

Output:

```
Bohr radius: 52.91772 pm
Hartree energy: 27.21139 eV
largest commutator, Coulomb (test units): 7.3e-40
largest commutator, screened (test units): 1.160e-01
crossing distance Rc: 214.5028 pm = 4.053516 Bohr radii
common electronic energy at Rc: -7.813024 eV = -0.28712333 hartree
c at Rc: 1.535858 (no unit)
A of 2s sigma_g at Rc: -0.874290 (no unit)
A of 3d sigma_g at Rc: 4.826512 (no unit)
E of 2s sigma_g at 150 pm: -8.84021 eV
E of 3d sigma_g at 150 pm: -6.88826 eV
E of 2s sigma_g at 250 pm: -7.38159 eV
E of 3d sigma_g at 250 pm: -8.21222 eV
largest Gaussian-basis excess energy: 1.239 meV
gap at Rc, full diagonalization, no screening: 1.5e-13 eV
|V12| at Rc: 1.1e-14 eV
|V12| at 250 pm: 0.05080 eV
slope d(E_2s - E_3d)/dR at Rc: 26.5888 meV/pm
|<X1|xi|X2>| at Rc: 0.495778 (no unit)
|<Y1|eta^2|Y2>| at Rc: 0.314467 (no unit)
|<1|r1+r2|2>| at Rc: 10.9875 pm
screening length 1 nm: smallest gap 15.7887 meV
screening length 1 nm: first-order gap 15.5619 meV
screening length 1 nm: leading 1/length^2 gap 15.8216 meV
screening length 1 nm: closest approach at 218.1246 pm
screening length 1 nm: first-order shift 3.4507 pm
screening length 2 nm: smallest gap 3.9534 meV
screening length 2 nm: first-order gap 3.9378 meV
screening length 2 nm: leading 1/length^2 gap 3.9554 meV
screening length 2 nm: closest approach at 215.4577 pm
screening length 2 nm: first-order shift 0.9422 pm
screening length 4 nm: smallest gap 0.9887 meV
screening length 4 nm: first-order gap 0.9877 meV
screening length 4 nm: leading 1/length^2 gap 0.9888 meV
screening length 4 nm: closest approach at 214.7501 pm
screening length 4 nm: first-order shift 0.2464 pm
weight of 2s sigma_g in lower state, 1 nm: 0.5029
weight of 3d sigma_g in lower state, 1 nm: 0.4965
separable control, s = 5.0 pm: crossing at 218.9279 pm
separable control: smallest gap found 9.8e-09 eV
no test failed
```
